# How a quarter-wave top coating suppresses the resist thickness swing

## The decision: one coupling factor or many

A dose calculation for a resist film of uneven thickness must settle whether one factor, relating incident intensity to intensity in the resist, can serve the whole film. Without a top coating it may fail: in the example below, with absorption neglected, a thickness change of half a period, about 35 nm, can alter the intensity near the substrate by more than a factor of two. At normal incidence, a suitable top coating of uniform thickness lets one factor suffice at each height above the substrate, apart from the effects of absorption: a smooth decay and a small remaining swing. If the coating instead fills the low places in the resist, its own thickness varies and part of the swing returns.

The suitable coating is a quarter of a wavelength thick, measured inside the coating, and its index is the square root of the resist index. It removes the thickness dependence through its effect on light travelling *up* inside the resist. This light meets first the resist/coating boundary and then the coating/air boundary, and the reflections from the two cancel. The cancellation stops light returned by the substrate from being sent down again. It does not remove the substrate reflection, and it does not remove the standing wave in depth.

## What the swing is

Take a plane wave at normal incidence from air, with vacuum wavelength \(\lambda\), unit amplitude and time factor \(e^{-i\omega t}\). The layers are flat, uniform and nonmagnetic. An uneven film is treated at each place as a flat stack with the local thickness, which assumes that the thickness changes slowly along the film; steep steps are outside this model. The coating has real index \(n_t\) and thickness \(d\), and the resist has index \(n_r\), real for now, and thickness \(D\). In the resist \(k=2\pi n_r/\lambda\). Height \(h\) is measured upward from the substrate. In a weakly absorbing resist the absorbed dose is proportional to \(I=|E|^2\), so \(I\) is the quantity to follow.

Let \(\tau\) be the amplitude transmitted from air through the coating into the resist, \(\rho_t\) the reflection amplitude of the top seen from inside the resist, and \(r_b\) that of the substrate. The downgoing amplitude \(A\) just below the resist top has two parts: newly entered light, and light that has gone down, reflected, come up and reflected again:
\[
A=\tau+\rho_t r_b e^{2ikD}A
\quad\Rightarrow\quad
A=\frac{\tau}{1-\rho_t r_b e^{2ikD}} .
\]

At height \(h\) the downgoing wave has travelled \(D-h\) and the upgoing wave \(D+h\), so
\[
E=A\left[e^{ik(D-h)}+r_b e^{ik(D+h)}\right]
=A\,e^{ikD}\left[e^{-ikh}+r_b e^{ikh}\right].
\]
For real \(k\) the factor \(e^{ikD}\) has unit modulus, and
\[
I(h,D)=\frac{|\tau|^2F(h)}{|1-\rho_t r_b e^{2ikD}|^2},
\qquad F(h)=|e^{-ikh}+r_b e^{ikh}|^2 .
\]

Height and thickness have separated. \(F(h)\) is the standing wave, fixed to the substrate. The denominator alone depends on \(D\), and it repeats when \(2kD\) grows by \(2\pi\), that is, every \(\lambda/(2n_r)\).

Write \(q=|\rho_t r_b|\). As the phase turns, the denominator runs between \((1-q)^2\) and \((1+q)^2\), so \(I_{\max}\propto(1-q)^{-2}\) and \(I_{\min}\propto(1+q)^{-2}\). Multiplying both by \((1-q^2)^2\) leaves their ratio unchanged and gives \((1+q)^2\) and \((1-q)^2\). The swing, defined as the full range divided by the midpoint, is therefore
\[
S=\frac{2(I_{\max}-I_{\min})}{I_{\max}+I_{\min}}
=\frac{2\cdot4q}{2(1+q^2)}=\frac{4q}{1+q^2}.
\]

Swing thus needs a reflector at each end of the resist. A top coating acts on \(\rho_t\); a bottom antireflective layer acts on \(r_b\).

## Why the top reflection vanishes

At normal incidence \(E\) and \(dE/dz\) are continuous. For a wave going from index \(n_a\) to \(n_b\), this means \(1+r=t\) and \(n_a(1-r)=n_bt\), hence
\[
r=\frac{n_a-n_b}{n_a+n_b},\qquad t=\frac{2n_a}{n_a+n_b}.
\]
The two boundaries met by upgoing light have
\[
r_1=\frac{n_r-n_t}{n_r+n_t},\qquad
r_2=\frac{n_t-1}{n_t+1}.
\]
For \(1<n_t<n_r\) both are positive, so neither reflection gains a sign relative to the other. The relative phase comes from the path through the coating and back, \(P=e^{2i\delta}\) with \(\delta=2\pi n_td/\lambda\).

The first reflected wave is \(r_1\). The second enters the coating, reflects at the air boundary and returns to the resist. The product of its two transmissions is
\[
\frac{2n_r}{n_r+n_t}\,\frac{2n_t}{n_r+n_t}=1-r_1^2,
\]
so it contributes \((1-r_1^2)r_2P\). Each later wave has one more reflection at the resist boundary, seen from the coating side and therefore \(-r_1\), and one more trip \(r_2P\). Summing the geometric series,
\[
\rho_t=r_1+\frac{(1-r_1^2)r_2P}{1+r_1r_2P}
=\frac{r_1+r_1^2r_2P+r_2P-r_1^2r_2P}{1+r_1r_2P}
=\frac{r_1+r_2P}{1+r_1r_2P}.
\]

A quarter-wave coating, \(d=\lambda/(4n_t)\), has \(\delta=\pi/2\) and \(P=-1\): the second wave returns half a cycle late. Then
\[
\rho_t=\frac{r_1-r_2}{1-r_1r_2}
=\frac{(n_r-n_t)(n_t+1)-(n_t-1)(n_r+n_t)}{(n_r+n_t)(n_t+1)-(n_r-n_t)(n_t-1)} .
\]
In the numerator the terms \(n_rn_t\) and \(n_t\) cancel, leaving \(2n_r-2n_t^2\). In the denominator the same terms cancel, leaving \(2n_r+2n_t^2\). Thus
\[
\rho_t=\frac{n_r-n_t^2}{n_r+n_t^2},
\]
which is zero when \(n_t=\sqrt{n_r}\). At this index \(r_1=r_2=r\): equal strengths, opposite phases.

The first two waves alone do not quite cancel, because the second has lost a little in crossing the resist boundary twice. Their sum is \(r-(1-r^2)r=r^3\). Each later wave is smaller by \(-r_1r_2P=r^2\), so after \(m\) trips through the coating the remainder is
\[
r-(1-r^2)r\sum_{j=0}^{m-1}r^{2j}=r-r(1-r^{2m})=r^{2m+1}.
\]
For \(n_r=1.80\), \(r=0.146\). The remainder is 0.0031 after one trip and 0.000066 after two. The two-wave picture gives the mechanism, and the later bounces complete the cancellation.

A half-wave coating shows that the right index is not enough. With \(P=1\),
\[
\rho_t=\frac{r_1+r_2}{1+r_1r_2}
=\frac{2n_t(n_r-1)}{2n_t(n_r+1)}=\frac{n_r-1}{n_r+1},
\]
the value for bare resist. The same material at twice the thickness gives no suppression.

## Where the light goes

The coating also changes how much light enters. Two conservation laws fix this for a lossless top. Consider the top alone, with resist filling the space below. Solution 1 is lit from air, with reflection \(\rho_a\) and transmission \(\tau\). Solution 2 is lit from the resist, with reflection \(\rho_t\) and transmission \(\tau'\). Since both obey the same wave equation, \(E_1E_2'-E_2E_1'\), with primes on \(E\) denoting \(d/dz\), is the same at every height. With \(z\) upward and phases measured from the nearest boundary, it equals \(2i(2\pi/\lambda)\tau'\) in air and \(2ik\tau\) in the resist. Hence \(\tau'=n_r\tau\).

Energy flux is proportional to index times squared amplitude. Its conservation in solution 2 gives \(n_r(1-|\rho_t|^2)=|\tau'|^2=n_r^2|\tau|^2\), so
\[
|\tau|^2=\frac{1-|\rho_t|^2}{n_r}.
\]
In solution 1 it gives \(1-|\rho_a|^2=n_r|\tau|^2=1-|\rho_t|^2\). The top therefore reflects the same fraction from either side, and a coating that is dark from air is also dark from inside. This holds when both coating and resist are lossless.

The complete stack is not dark. With \(\rho_t=\rho_a=0\), light enters, reflects once from the substrate and leaves. The reflected amplitude is \(\tau r_be^{2ikD}\tau'\), and \(|\tau\tau'|=n_r|\tau|^2=1\), so the stack reflects \(|r_b|^2\) at every thickness. The coating suppresses the swing by letting the substrate's light escape.

## How large the effect is

The example uses round model parameters: \(\lambda=250\) nm, \(n_r=1.80\), substrate index \(1.5+3.5i\), and \(h=25\) nm. The thickness runs over one period around 500 nm. The period is \(250/(2\times1.80)=69.4\) nm. The substrate has \(|r_b|=0.730\), and the ideal coating has index 1.342 and thickness 46.6 nm.

For bare resist \(\rho_t=0.80/2.80=0.286\), so \(q=0.286\times0.730=0.209\) and
\[
S=\frac{4\times0.209}{1+0.209^2}=0.80 .
\]
The results for the five tops are:

| Top of resist | \(\lvert\rho_t\rvert\) | Swing \(S\) |
|---|---|---|
| No coating | 0.286 | 0.80 |
| Ideal quarter-wave | 0 | 0 |
| Index 1.45, quarter-wave | 0.078 | 0.23 |
| Ideal index, 10% too thick | 0.047 | 0.14 |
| Ideal index, half-wave | 0.286 | 0.80 |

These values were tested against a direct solution of the continuity conditions at all boundaries, which uses no reflection formula. The same solution gives no swing for bare resist on an index-matched substrate, confirming that both reflectors are needed.

At the chosen height \(F=2.99\). Relative to the incident intensity in air, \(I\) runs from 1.05 to 2.44 without a coating and stays at \(0.556\times2.99=1.66\) with the ideal one. The coating therefore does not raise the intensity at every thickness: it removes the peaks as well as the troughs. The stack reflectance, which runs from 0.32 to 0.71 without a coating, settles at \(0.730^2=0.53\).

## Tolerances on index and thickness

Near the ideal point the errors can be judged by hand. Let the index be \(n_t=\sqrt{n_r}(1+\eta)\), with the thickness adjusted to remain a quarter wave. Then
\[
\rho_t=\frac{1-(1+\eta)^2}{1+(1+\eta)^2}\approx-\eta .
\]
Alternatively, keep the ideal index and let the thickness be wrong by a fraction \(\epsilon\). Then \(\delta=(\pi/2)(1+\epsilon)\) and \(|1+P|=2|\cos\delta|=2|\sin(\pi\epsilon/2)|\approx\pi|\epsilon|\). With \(P\approx-1\) in the denominator,
\[
|\rho_t|=\frac{r|1+P|}{|1+r^2P|}\approx\frac{\pi r}{1-r^2}|\epsilon|
=0.47|\epsilon| .
\]
For the 10% thickness error this gives 0.047, as in the table. In this example an index error, with the thickness readjusted to a quarter wave, costs about twice as much as an equal fractional thickness error.

For small \(q\), \(S\approx4|r_b||\rho_t|\). A swing limit of 0.05 then requires \(|\rho_t|<0.05/(4\times0.730)=0.017\). Taken one at a time, the errors must stay below about 1.7% in index or 3.6% in thickness. Both limits scale as \(1/|r_b|\) as long as the allowed errors stay small enough for these linear estimates.

## What the coating leaves behind

**The standing wave.** Since \(F=|1+r_be^{2ikh}|^2\), it lies between \((1-|r_b|)^2\) and \((1+|r_b|)^2\). In a film thick enough to contain both extremes, their ratio is
\[
\left(\frac{1+|r_b|}{1-|r_b|}\right)^2=\left(\frac{1.730}{0.270}\right)^2\approx41,
\]
with or without the coating. This value is for a lossless resist; with \(\kappa=0.01\), as used below, the ratio is about 33 near the substrate and 13 near the top of a 500 nm film. If this modulation matters for the resist profile, \(r_b\) must be reduced.

**A ripple in the film average.** The result concerns a fixed height. Averaging over the film introduces a dependence on \(D\), because the last standing-wave fringe is generally incomplete. With \(\psi\) the phase of \(r_b\), \(F=1+|r_b|^2+2|r_b|\cos(2kh+\psi)\), and
\[
\frac1D\int_0^DF\,dh=1+|r_b|^2+\frac{|r_b|}{kD}
\left[\sin(2kD+\psi)-\sin\psi\right].
\]
The bracket varies by 2 over a period. At 500 nm \(kD=22.6\), so the relative range is about \(2\times0.730/(22.6\times1.533)=0.042\). The direct solution gives 0.041, against 0.80 without the coating. A model that uses only the average dose should not report this ripple as a coating fault.

**Absorption.** Let the resist index be \(N_r=n_r+i\kappa\), and define \(\alpha=4\pi\kappa/\lambda\). The derivation of \(\rho_t\) did not require a real resist index, so with \(n_t^2=n_r\)
\[
\rho_t=\frac{N_r-n_r}{N_r+n_r}=\frac{i\kappa}{2n_r+i\kappa}\approx\frac{i\kappa}{2n_r}.
\]
A lossless coating of exactly a quarter wave cannot cancel this part: with \(P=-1\) and real \(n_t\), the numerator \(N_r-n_t^2\) keeps its imaginary part \(i\kappa\). Exact cancellation needs \(r_1+r_2P=0\) with \(r_1\) now complex, which calls for a slightly different index, to make \(|r_1|=r_2\), and a slightly different thickness, to set the phase of \(P\). For \(\kappa=0.01\) the index rises by about 0.004% and the thickness by about 0.6%. The coating so tuned is dark from inside but not from air, where the reflected amplitude of the top is 0.0056. The factor \(|e^{ikD}|^2\) is now \(e^{-\alpha D}\), which multiplies \(I\), and the round trip weakens \(q\) to \(|\rho_tr_b|e^{-\alpha D}\).

For \(\kappa=0.01\), \(|\rho_t|=0.01/3.60=0.0028\). With \(e^{-\alpha D}=0.778\) at 500 nm, the remaining swing is about \(4\times0.0028\times0.730\times0.778=0.006\), once the smooth decay has been divided out. Without a coating it is 0.63. The decay itself is larger than the remaining swing: with \(\alpha=0.503\) per micrometre, it lowers the intensity by about 3.4% over one period. It belongs in the dose calculation even when the swing does not.

**Oblique incidence.** For light polarized perpendicular to the plane of incidence, \(E\) and \(dE/dz\) remain continuous, but each index is replaced by its normal component \(n\cos\theta\). With \(s\) the sine of the angle in air, cancellation requires
\[
n_t^2-s^2=\sqrt{(1-s^2)(n_r^2-s^2)} .
\]
Put \(n_t^2=n_r\) and subtract the square of the right side from that of the left. The result is \(s^2(n_r-1)^2\), which is positive for any oblique angle. A coating designed for normal incidence therefore cannot cancel this polarization completely at an angle, even if its thickness is adjusted. In the example, a plane wave at \(s=0.6\) meets a swing of 0.21 for this polarization and 0.13 for the parallel one with the normal-incidence coating, against 1.00 and 0.58 without it. At \(s=0.9\), near the Brewster angle of the bare resist, the coating raises the parallel-polarized swing from 0.14 to 0.47. High-aperture imaging needs a calculation over angle and polarization.

## What to do

- Choose a coating index between 1 and \(n_r\), as near \(\sqrt{n_r}\) as possible, then set the thickness to \(\lambda/(4n_t)\) for the index actually obtained. With an index above \(n_r\), a lossless quarter-wave coating is worse than none. If the index is not ideal, use \(\rho_t=(n_r-n_t^2)/(n_r+n_t^2)\) to find the remaining swing. These rules hold for a lossless coating at normal incidence. If the coating absorbs, the best thickness moves away from a quarter wave: for index \(1.45+0.05i\) it is about 40 nm rather than 43 nm, and \(|\rho_t|\) should be minimized directly.
- Use a top coating when dose variation with resist thickness is the main concern. Use a bottom antireflective layer when the standing wave or the light returned to air must also fall.
- Judge the coating by intensity at fixed height, with the absorption trend divided out. Stack reflectance at a single thickness is a poor measure, since an ideal coating on a bright substrate still leaves a bright stack.

The numerical output below lists the values for each case.

## Computed values

```
wavelength 250 nm; resist index 1.80
substrate index 1.5 + 3.5i
height above substrate 25 nm; central thickness 500 nm
ideal coating index 1.3416, thickness 46.58 nm
index-1.45 coating quarter-wave thickness 43.10 nm
|r_bottom| 0.7303, phase -2.3001 rad
swing period: formula 69.44 nm, from maxima 69.4 nm
case: |rho_top|, q, swing solved, swing formula (fractions)
  no coating: 0.2857, 0.2086, 0.7997, 0.7998
  ideal quarter-wave: 0.0000, 0.0000, 0.0000, 0.0000
  index 1.45 quarter-wave: 0.0775, 0.0566, 0.2257, 0.2257
  ideal index, 10% too thick: 0.0466, 0.0340, 0.1359, 0.1359
  ideal index, half-wave: 0.2857, 0.2086, 0.7997, 0.7998
swing, no coating, index-matched substrate: 0.0000
standing-wave factor F at chosen height: 2.9927
  no coating: |tau|^2 0.5102, I min 1.0452, I max 2.4382
  ideal quarter-wave: |tau|^2 0.5556, I min 1.6626, I max 1.6626
  index 1.45 quarter-wave: |tau|^2 0.5522, I min 1.4803, I max 1.8569
ideal coating: resist/coating r 0.1459, coating/air r 0.1459
remainder after 0,1,2 round trips: 1.46e-01, 3.11e-03, 6.61e-05
index 1.45 quarter-wave: signed rho_top -0.0775
index 1.45 top reflectance: from air 0.00601, from inside 0.00601
stack reflectance, ideal coating: 0.5333 to 0.5333
stack reflectance, no coating: 0.3156 to 0.7066
standing-wave max/min, formula: 41.15
  no coating: solved max/min 41.15
  ideal quarter-wave: solved max/min 41.15
film-averaged swing, no coating: 0.7998
film-averaged swing, ideal quarter-wave: 0.0412
absorbing resist: kappa 0.01, alpha 0.5027 per micrometre
absorbing resist, ideal coating: |rho_top| 0.00278
decay factor exp(-alpha D) at central thickness: 0.7778
  no coating: swing solved 0.6308, formula 0.6299
  ideal quarter-wave: swing solved 0.0062, formula 0.0063
```
